# Why parallel and antiparallel MoS2 bilayers relax into different domains

Two MoS2 monolayers are stacked with a twist of a few tenths of a degree. If their unit cells point nearly the same way, the relaxed bilayer divides into triangles. If one layer is first turned by 180 degrees, the domains are close to hexagons. The layers, their stiffness and the moiré period can be the same in both cases. What differs is the number of stackings that share the lowest energy, and a model with three stacking energies and two elastic constants is enough to follow the consequences.

## What symmetry says about the stackings

Let $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$ be the lattice vectors of a monolayer, and $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. Seen from above, the bottom layer has metal atoms at the lattice points $\mathbf R$ and chalcogen pairs at $\mathbf R+\boldsymbol\tau$. The offset $\mathbf s$ is the position of a top metal atom relative to a bottom one, and $V(\mathbf s)$ is the interlayer energy per area at the best layer spacing for that offset.

In parallel orientation the top layer has metals at $\mathbf R+\mathbf s$ and chalcogens at $\mathbf R+\mathbf s+\boldsymbol\tau$. Reflect the bilayer in the plane midway between the layers. Each monolayer is its own mirror image, so the reflection only exchanges the layers. The lower metals now sit at $\mathbf R+\mathbf s$ and the upper ones at $\mathbf R$, so the offset has become $-\mathbf s$. Energy is unchanged by reflection, hence

$$V(\mathbf s)=V(-\mathbf s)\qquad\text{(parallel)}.$$

The stackings $\mathbf s=\boldsymbol\tau$ (top metal over bottom chalcogen) and $\mathbf s=-\boldsymbol\tau$ (top chalcogen over bottom metal) are therefore degenerate. At $\mathbf s=0$ like atoms face each other, which is costly because the chalcogens collide.

In antiparallel orientation the top chalcogens are at $\mathbf R+\mathbf s-\boldsymbol\tau$. After the same reflection the lower layer has the wrong orientation, and a half-turn about the normal is needed to restore it. The reflection changes $\mathbf s$ to $-\mathbf s$ and the half-turn changes it back, so there is no constraint. The three special stackings are now metal on metal ($\mathbf s=0$), 2H with each metal facing a chalcogen ($\mathbf s=\boldsymbol\tau$), and chalcogen on chalcogen ($\mathbf s=-\boldsymbol\tau$). Nothing makes any two of them equal.

A sum over atom pairs with a generic Morse attraction and repulsion, taken at one fixed metal-plane spacing of 0.62 nm, illustrates this. The splitting between $\pm\boldsymbol\tau$ is zero for parallel layers and 36 meV per cell for antiparallel ones. If the chalcogens on one face of each layer are replaced by a slightly different species, the same face in both layers, the monolayers lose their mirror plane and the parallel degeneracy is lifted, by 0.4 meV per cell. The pair sum does not settle which antiparallel stacking is lowest: it puts metal on metal 0.6 meV below 2H. With each stacking at its own best spacing the three numbers become 26, 0.2 and 0.9 meV, so only their pattern carries meaning. That 2H is lowest in MoS2 is a fact about its electronic energy, and it enters here as an input.

## A stacking energy fixed by three numbers

Let $\mathbf G_1,\mathbf G_2$ be the reciprocal vectors with $\mathbf G_i\cdot\mathbf a_j=2\pi\delta_{ij}$, and $\mathbf G_3=-\mathbf G_1-\mathbf G_2$. All three have length $G=4\pi/(\sqrt3a)$ and lie 120 degrees apart. Keeping the lowest harmonics allowed by threefold symmetry,

$$V(\mathbf s)=V_0+\sum_{j=1}^{3}\left[A\cos(\mathbf G_j\cdot\mathbf s)+B\sin(\mathbf G_j\cdot\mathbf s)\right].$$

At $\boldsymbol\tau$ the phases are $2\pi/3,\,2\pi/3$ and $-4\pi/3$, and the last equals $2\pi/3$ up to a full turn. With $\cos(2\pi/3)=-1/2$ and $\sin(2\pi/3)=\sqrt3/2$,

$$V(0)=V_0+3A,\qquad V(\pm\boldsymbol\tau)=V_0-\tfrac32A\pm\tfrac{3\sqrt3}{2}B.$$

The three values add up to $3V_0$, so $V_0$ is their mean. Then $A=[V(0)-V_0]/3$ and $B=[V(\boldsymbol\tau)-V(-\boldsymbol\tau)]/(3\sqrt3)$. Parallel layers have $B=0$.

At each special site the three phases share one value $\varphi$. The gradient there is $(B\cos\varphi-A\sin\varphi)\sum_j\mathbf G_j=0$. The matrix of second derivatives is $-(A\cos\varphi+B\sin\varphi)\sum_j\mathbf G_j\mathbf G_j$. Its first factor is $-(V-V_0)/3$. By threefold symmetry the sum is a multiple of the unit matrix, and its trace is $3G^2$, so it equals $\tfrac32G^2\,\mathbf 1$. Therefore

$$\nabla\nabla V=-\tfrac12G^2\,(V-V_0)\,\mathbf 1 .$$

In this model a special stacking is a local minimum precisely when its energy lies below the mean of the three.

I use round values of roughly the size expected for MoS2: $a=0.316$ nm, and energies at $(0,\boldsymbol\tau,-\boldsymbol\tau)$ of $(60,0,0)$ meV per cell for parallel and $(15,0,60)$ for antiparallel layers. The antiparallel mean is 25 meV, so metal on metal, at 15 meV, is a second, shallower minimum. "One dominant minimum" is thus the accurate description, rather than "one minimum".

## The twist draws a map of stacking space

A small rigid twist $\theta$ of the top layer gives the local offset

$$\mathbf s_0(\mathbf r)=\theta\,\hat{\mathbf z}\times\mathbf r .$$

This is stacking space turned by 90 degrees and magnified by $1/\theta$. The moiré period is $L=a/\theta$. For $\theta=0.3^\circ=0.00524$ it is 60.4 nm, and the moiré cell has area $\sqrt3L^2/2=3154$ nm$^2$.

The places with a lowest-energy stacking form a lattice. Suppose each spot is taken over by the nearest such place.

- **Two minima per cell** form a honeycomb. Each has three neighbours at distance $L/\sqrt3$, and the three perpendicular bisectors enclose an equilateral triangle of side $L$. Its corners are the eclipsed spots $\mathbf s=0$.
- **One minimum per cell** forms a triangular lattice. Each has six neighbours at distance $L$, and the bisectors enclose a regular hexagon of side $L/\sqrt3$. Its corners are alternately metal on metal and chalcogen on chalcogen.

This is the geometric core of the answer. It remains to see why the layers fill these cells, and what a second minimum at slightly higher energy does.

## Why domains form

Let the top layer move by $+\mathbf w/2$ and the bottom layer by $-\mathbf w/2$, with $e_{ij}=(\partial_iw_j+\partial_jw_i)/2$. Each layer has strain $\pm e/2$. For isotropic layers with Lamé constants $\lambda$ and $\mu$, the two elastic energies add up to

$$2\left[\frac{\lambda}{2}\left(\frac{\nabla\cdot\mathbf w}{2}\right)^2+\mu\,\frac{e_{ij}e_{ij}}{4}\right]=\frac{\lambda}{4}(\nabla\cdot\mathbf w)^2+\frac{\mu}{2}e_{ij}e_{ij}.$$

The bilayer minimises the integral of this plus $V(\mathbf s_0+\mathbf w)$, with $\mathbf w$ periodic in the moiré cell.

A rotation has an antisymmetric gradient and so costs no strain energy. Around a favourable spot $\mathbf r_0$ the layers can choose $\mathbf w=-\theta\,\hat{\mathbf z}\times(\mathbf r-\mathbf r_0)$, which cancels the twist locally and holds $\mathbf s$ at its best value. Neighbouring domains hold different values of $\mathbf s$, and the mismatch collects in walls. Domain centres separated by $\mathbf D$ have offsets differing by $\theta\,\hat{\mathbf z}\times\mathbf D$. This jump is perpendicular to $\mathbf D$ and hence parallel to the wall on the bisector: the walls are shear walls. The jump is $\theta L/\sqrt3=a/\sqrt3$ in the parallel case and $\theta L=a$ in the antiparallel case.

For a parallel wall, let $u$ be the offset along the wall and $x$ the distance across it. Then $e_{xy}=u'/2$ and $e_{ij}e_{ij}=u'^2/2$, so the elastic density is $\tfrac{\mu}{4}u'^2=\tfrac K2u'^2$ with $K=\mu/2$. The line in stacking space that joins the two minima is a mirror line of $V$, so the path can stay on it. Measured from an eclipsed stacking along $\boldsymbol\tau$, two of the phases are $Gu/2$ and the third is $-Gu$. With $c=\cos(Gu/2)$,

$$V-V_0=A\left[2c+(2c^2-1)\right].$$

The minima have $c=-\tfrac12$ and $V-V_0=-\tfrac32A$. The height above them is

$$\Delta V=A\left(2c^2+2c+\tfrac12\right)=2A\left(c+\tfrac12\right)^2 .$$

Now complete the square in the wall energy:

$$\frac K2u'^2+\Delta V=\left(\sqrt{\tfrac K2}\,u'-\sqrt{\Delta V}\right)^2+\sqrt{2K\,\Delta V}\;u' .$$

The integral of the last term depends on the end points alone, so the energy is least when the square vanishes. With $\psi=Gu/2$ running from $2\pi/3$ to $4\pi/3$, where $c+\tfrac12\le0$, the energy per length is

$$T=\int\!\sqrt{2K\Delta V}\,du=\frac{4\sqrt{KA}}{G}\int_{2\pi/3}^{4\pi/3}\!\!\left(-\cos\psi-\tfrac12\right)d\psi=\frac{4\sqrt{KA}}{G}\left(\sqrt3-\frac\pi3\right).$$

The steepest slope, at $c=-1$, is $u'=\sqrt{2\Delta V/K}=\sqrt{A/K}$.

For the example take $\lambda=200$ and $\mu=300$ eV/nm$^2$ per layer, so $K=150$ eV/nm$^2$. The cell area is 0.0865 nm$^2$ and $A=(60-20)/3=13.3$ meV per cell $=0.154$ eV/nm$^2$. With $G=22.96$ nm$^{-1}$,

$$T=\frac{4\times4.81}{22.96}\times0.685=0.574\ \text{eV/nm}.$$

Numerical minimisation of the wall profile gives the same value, and a width of 6.4 nm between 10 and 90 percent of the jump.

Walls are distinct only if $L$ is much larger than this width. Equivalently, $\theta$ must be well below $\sqrt{A/K}=0.032$, or 1.8 degrees. At larger twist the stacking force, of order $GA$, works against a stiffness of order $K(G\theta)^2$. The displacement, of order $A/(KG\theta^2)$, is then small compared with $a$, and degeneracy alone produces no domains.

## The relaxed shapes

To measure shape without building in the answer, define a domain as the region where $\mathbf s$ lies within $a/(2\sqrt3)$ of its minimum. Before relaxation this is a disc in both orientations. If $\rho(\phi)$ is the distance from the centre to the edge, the threefold harmonic is $c_3=2|\langle\rho\,e^{3i\phi}\rangle|/\langle\rho\rangle$, where the brackets average over angle. It is 0 for a disc, 0.275 for an ideal equilateral triangle and 0 for a regular hexagon. The sixfold harmonic $c_6$, defined likewise, is 0.058 for the hexagon.

The energy was minimised numerically for $\mathbf w$ on a periodic grid of 63 by 63 points, with derivatives taken by Fourier transform. A grid of 81 by 81 changes the energies by at most about one part in a million.

In the parallel bilayer at 0.3 degrees, $c_3=0.273$ and the radius runs from 17.4 to 33.4 nm; the ideal triangle has 17.4 and 34.8 nm. The two degenerate stackings are nearest over 0.507 and 0.492 of the area. Symmetry requires equal shares; the small difference arises because a few percent of the grid points lie on wall centres, equally near to both. The eclipsed stacking shrinks from one third of the area to 0.002.

In the antiparallel bilayer $c_3=0.011$ and $c_6=0.053$, with a radius from 28.8 to 33.5 nm. This is nearly a regular hexagon. The 2H stacking is nearest over 0.913 of the area, metal on metal over 0.085 and chalcogen on chalcogen over 0.003. The corners are thus of two unequal kinds, which is why "hexagon-like" is the better word.

At 6 degrees the period is 3.02 nm, shorter than a wall is wide, and the parallel domain has $c_3=0.037$, close to a disc.

The energy also reveals the pattern. Each wall borders two domains. Two triangles per cell give a wall length $2\times3L/2=3L$, and one hexagon gives $6\times(L/\sqrt3)/2=\sqrt3L$. For long periods the energy per cell should therefore grow with $L$ at the rate $3T$ or $\sqrt3\,T_{\rm a}$, where $T_{\rm a}$ is the antiparallel wall tension. That wall joins two 2H stackings one lattice vector apart, and its path bends towards metal on metal, so both components of the offset must be minimised numerically. The result is $T_{\rm a}=1.96$ eV/nm.

Relaxing the cell also at $L=90.5$ nm (0.2 degrees) gives these growth rates between the two periods:

- Parallel: 1.721 eV/nm, against $3T=1.721$ eV/nm.
- Antiparallel: 3.404 eV/nm, against $\sqrt3\,T_{\rm a}=3.403$ eV/nm.

The two-dimensional relaxation thus contains the wall lengths of triangles and of hexagons respectively.

## What the second minimum decides

The antiparallel bilayer could in principle also form triangles, half of them 2H and half metal on metal. Let $\Delta$ be the energy per area of metal on metal above 2H. Filling half the cell with it costs

$$\frac{\Delta}{2}\,\frac{\sqrt3L^2}{2}=\frac{0.015\ \text{eV}}{0.0865\ \text{nm}^2}\times\frac{3154\ \text{nm}^2}{2}\approx274\ \text{eV},$$

before any wall is paid for. The relaxed hexagon-like state costs 188 eV in all. The area cost grows as $L^2$ and the wall cost as $L$, so for any fixed $\Delta>0$ hexagons win at large enough $L$.

For small $\Delta$ the changeover can be estimated. A wall between two 2H domains then splits into two partial walls, each with a jump $a/\sqrt3$ at 30 degrees to the wall. In a bilayer held flat, a jump component across the wall meets the stiffness $(\lambda+2\mu)/2=400$ eV/nm$^2$ instead of $K=150$ eV/nm$^2$. For a straight path in stacking space the effective stiffness is $\tfrac34\times150+\tfrac14\times400=212.5$ eV/nm$^2$. Since $T\propto\sqrt K$, each partial wall has tension $\sqrt{212.5/150}\;T=1.19\,T$ in this approximation, and the pair has $T_{\rm d}\approx2.38\,T$. Letting the path bend lowers these tensions by only 1 to 2 percent.

Equating the triangle cost $3TL+\sqrt3\Delta L^2/4$ to the hexagon cost $\sqrt3\,T_{\rm d}L$ gives

$$L^*\approx\frac{4\,(T_{\rm d}-\sqrt3\,T)}{\Delta}\approx\frac{2.6\,T}{\Delta}.$$

This estimate leaves out corner energies, the curved shapes between the two extremes, and the rise of $T_{\rm d}$ with $\Delta$, which is about a fifth at 5 meV per cell. It therefore indicates where a gradual change takes place, not a sharp switch. For a gap of 5 meV per cell, or 0.058 eV/nm$^2$, it gives about 26 nm; for 1 meV, about 130 nm. With $T_{\rm d}$ taken at the actual gap these become about 43 and 144 nm. All of this assumes a flat bilayer; one that is free to bend has cheaper partial walls and would have a shorter $L^*$. A nearly degenerate antiparallel bilayer would thus still show triangles at moderate periods, though of two unequal sizes. For $\Delta=0$ triangles win at every period long enough for separate walls, because $\sqrt3\times2.38=4.1$ exceeds 3.

The cause can be isolated by raising the second minimum alone, with the twist at 0.3 degrees and the other two energies fixed at 0 and 60 meV:

- 0 meV per cell: $c_3=0.273$
- 5 meV per cell: $c_3=0.049$
- 15 meV per cell: $c_3=0.011$
- 30 meV per cell: $c_3=0.004$

The first entry is the parallel energy landscape with its sites renamed, and it gives the parallel triangle. At 5 meV the period of 60 nm is already beyond $L^*$, and most of the threefold shape has gone. At 30 meV the second stacking equals the mean energy and is no longer a minimum.

## Real bilayers

Small-angle MoS2 bilayers do show triangular and hexagon-like patterns in electron microscopy. The energies and elastic constants used here are rough, so the wall tensions and widths are indicative, while the shapes, once $L$ is much larger than the wall width, depend mainly on whether the two lowest stackings are degenerate and, if not, on how $L$ compares with $T/\Delta$.

Of the effects estimated here, uneven strain between the layers disturbs the pattern most. An equal relative strain in all directions, if well below $\theta$, would mainly turn and shrink the pattern, but a relative strain $\varepsilon$ along one direction adds a term of order $\varepsilon r$ to the offset $\theta r$ that changes its shape. A strain of 0.1 percent is 0.19 of a 0.3 degree twist, so it distorts the moiré cell by roughly a fifth, and the triangles or hexagons become unequal-sided.

The other neglected effects are smaller. A second harmonic of $V$ with amplitude 0.5 meV per cell changes the parallel wall barrier of 6.7 meV by 2 meV, yet shifts $c_3$ by less than 0.001 in either orientation. With a bending modulus of 10 eV and a spacing change of 0.06 nm, both rough, the bending caused by the varying spacing adds about 0.05 percent to the energy. A free-standing bilayer can also bend as a whole: a slope $\nabla h$ shifts the offset by $d\,\nabla h$, with $d\approx0.62$ nm the layer spacing, and this softens jump components across a wall. With the same modulus and the stretching cost of curved sheets included, it lowers the energy at 0.3 degrees by about 2 percent (parallel) and 6 percent (antiparallel), corrugates the sheet by about 0.9 nm and raises the antiparallel $c_3$ to about 0.04; the triangles and hexagons remain. The largest strain in a layer is 0.9 percent (parallel) and 1.5 percent (antiparallel), small enough for linear elasticity to be reasonable. A string of length $L$ and tension $T$, held at its ends, yields by $fL/(4T)$ to a force $f$ at its middle. In a bilayer held flat, a shear wall yields less, because tilting it gives the jump a component across the wall, which is stiffer, and so raises the tension. With its ends held, its thermal wander is therefore at most about $\sqrt{k_BT_{\rm room}L/(4T)}=0.8$ nm at 300 K, well below the domain size. The corners of the wall network also move, which this estimate leaves out.

The parallel degeneracy can also be broken from outside. The stackings $\pm\boldsymbol\tau$ carry opposite electric polarisation along the normal, so a perpendicular field favours one of them. In this model such a bias has the same effect as the gap $\Delta$: one set of triangles grows at the expense of the other, and a large enough gap would turn the pattern towards hexagons. Breakdown limits how far this can go. For an interlayer potential step of about 0.06 V, a field as high as 1 V/nm gives a gap of only about 0.6 meV per cell. At a period of 60 nm that makes the triangles unequal but leaves them triangles; hexagons would need periods of a few hundred nanometres.

Numbers in the example were calculated in double precision.
